Choosing the symmetry tolerance: point groups, symmetry numbers and symmetrized coordinates

**What the tolerance can depend on**

A symmetry tolerance ε is a length. It decides when a structure with imperfect coordinates is treated as symmetric. Rotating the molecule or renumbering like atoms must not change the decision. Multiplying all coordinates and ε by one factor must not change it either, so ε matters through its ratios to other lengths. Two of these are central: the coordinate noise η, and the smallest misfit Δ of an operation that the noiseless structure does not possess. Scaling alone does not fix the shape of the safe range; the sufficient range derived below has the form

c₁η < ε < Δ − c₂η,

with pure numbers c₁ and c₂. With the root-mean-square (rms) misfit defined below, both equal 2.

**The misfit of one operation**

Let x_i be the positions of the N atoms, measured from their unweighted centroid. Each atom carries a label. For the symmetry of the clamped-nucleus electronic problem the label is the element; for the rotational symmetry number it must also distinguish isotopes.

A candidate operation g = (π, d) consists of a permutation π of atoms with equal labels and a determinant d = ±1. It should carry atom i to the position of atom π(i). Its misfit is

δ(g) = min over R of [(1/N) Σ_i |R x_i − x_π(i)|²]^½, with R orthogonal and det R = d.

The sign d is needed for planar molecules, where a rotation and its product with reflection in the plane permute the atoms identically.

To find the minimum, expand the square. Because R preserves lengths and π merely reorders atoms,

Σ_i |R x_i − x_π(i)|² = 2 Σ_i |x_i|² − 2 tr(RᵀM), M = Σ_i x_π(i) x_iᵀ.

Write M = U diag(m₁, m₂, m₃) Vᵀ with m₁ ≥ m₂ ≥ m₃ ≥ 0, and set Z = UᵀRV. Then tr(RᵀM) = Σ_k m_k Z_kk, and det Z = c = d det U det V. If c = 1, the maximum is m₁ + m₂ + m₃, at Z = 1. If c = −1, then −Z is a rotation by some angle θ about a unit vector n, so

Σ_k m_k Z_kk = −cos θ Σ_k m_k − (1 − cos θ) Σ_k m_k n_k².

This is linear in cos θ, so its maximum lies at an end. At cos θ = 1 it is −Σ m_k. At cos θ = −1 it is Σ m_k − 2Σ m_k n_k², which is largest when n lies along the third direction. Both signs of c are covered by

δ² = (2/N)[Σ_i |x_i|² − m₁ − m₂ − c m₃], R = U diag(1, 1, c) Vᵀ.

**When the accepted operations form a group**

An operation g is accepted if δ(g) ≤ ε. Let gh mean h followed by g. Using the best matrices R_g and R_h,

R_gR_h x_i − x_π_g(π_h(i)) = R_g[R_h x_i − x_π_h(i)] + [R_g x_π_h(i) − x_π_g(π_h(i))].

The rms values of the two brackets are δ(h) and δ(g), since R_g preserves lengths and π_h reorders the sum. The product R_gR_h need not be the best matrix for gh, hence

δ(gh) ≤ δ(g) + δ(h).

Inverting R and π gives δ(g⁻¹) = δ(g), and the identity has zero misfit. The product of two accepted operations therefore has misfit at most 2ε. **If no misfit lies between ε and 2ε, the accepted set is a group.** Without this gap the product may be rejected, and closure must be checked explicitly.

**The safe window**

Let the measured positions be x_i + e_i, with centred noise and η² = (1/N) Σ_i |e_i|². Insert the matrix R that is best for the clean structure:

R(x_i + e_i) − (x_π(i) + e_π(i)) = [R x_i − x_π(i)] + R e_i − e_π(i).

The last two terms each have rms value η. The noisy misfit thus exceeds the clean one by at most 2η, and exchanging the roles of the two structures bounds the decrease in the same way. True operations have clean misfit zero and false ones at least Δ, so

2η < ε < Δ − 2η

guarantees the right set. Such a window exists if η < Δ/4. The condition is sufficient, not necessary: a particular noise pattern may leave more room.

If each coordinate has independent noise of standard deviation s, removing the centroid leaves 3(N − 1) noisy degrees of freedom, so η² has mean 3s²(N − 1)/N. This estimates η; it does not bound it.

**What the inertia tensor can decide**

Let X be the N×3 matrix of positions and A = XᵀX. The inertia tensor with unit weights is I = tr(A)1 − A, so its eigenvalues have the same spacings as those of A, called λ₁ ≥ λ₂ ≥ λ₃. Unit weights make this a test of shape; these are not the physical moments. If the rms distance from the best axis is at most ε, the molecule is treated as linear. Then σ = 2 if reversal maps like atoms onto each other within ε, and σ = 1 otherwise. The safe window does not cover this decision. In bent AX₂ all four candidates (π, d) are true operations, so Δ sets no upper limit, yet with bonds of 1.2 Å and an angle of 175° the molecule is called linear once ε reaches 0.025 Å. For a nearly linear molecule ε must also stay below the clean rms distance from the axis minus η.

For other molecules, noise splits degeneracies that symmetry requires, and the splitting to allow follows from ε. Let Π permute rows, so that row i of ΠX is x_π(i). For an accepted operation XRᵀ = ΠX + E, where the Frobenius norm of E is at most √N ε. The Gram matrix K = XXᵀ has the same nonzero eigenvalues as A, and RᵀR = 1 gives

K = (ΠX + E)(ΠX + E)ᵀ = ΠKΠᵀ + ΠXEᵀ + EXᵀΠᵀ + EEᵀ.

Since the largest singular value of X is √λ₁,

‖K − ΠKΠᵀ‖ ≤ B = 2√(λ₁N) ε + Nε².

The average K̄ of ΠKΠᵀ over an accepted group obeys the same bound, so each ordered eigenvalue moves by at most B. Moreover, K̄ commutes with every Π. On the three-dimensional leading eigenspace of K̄, Π therefore acts as an orthogonal matrix. If π is not its own inverse and like atoms keep distinct sites in this eigenspace, the square of this matrix carries some atom to a different site and is not the unit matrix, so the matrix has a complex-conjugate pair of eigenvectors with different eigenvalues. A real symmetric matrix commuting with it must have equal eigenvalues for the two, which is a degeneracy. In K, and hence in the inertia tensor, that degeneracy is split by at most 2B. If the accepted set is a group, the sites stay distinct and both spacings exceed 2B, all its permutations are their own inverses. Restricting the search to such permutations presumes this closure. When the accepted set is not a group, the restriction can drop accepted operations and leave a remainder that looks closed, so the closure and gap checks need the unrestricted search. The program's function `detect` applies the restriction whenever both spacings exceed 2B, and checks closure only afterwards. When a tolerance is in doubt, call `accepted_operations` directly; by default it searches without the restriction.

This argument needs the three leading eigenvalues of K̄ to be separated from the rest (two for a planar group). As K has rank at most three, λ₃ > 2B suffices in the nonplanar case. It also needs distinct sites. The quantity K̄_ii + K̄_jj − 2K̄_ij is an average of squared distances between like atoms, so it is at least ℓ², with ℓ the smallest such distance. In the nonplanar case the discarded eigenvalues are at most B and account for at most 2B of it, so ℓ² > 2B suffices. Without this condition the argument can fail in a large molecule: permuting three like atoms at mutual distance ℓ, with R = 1, has misfit at most ℓ√(3/N), which a loose ε accepts although no symmetry operation is involved.

The converse inference fails. An AX₂ model with its atoms on an equilateral triangle of circumradius 1 Å has two equal second moments, 1.500 Å², yet its group is C2v because A and X differ. Inertia can exclude operations but cannot establish them.

**Equivalent atoms and a complete search**

For an accepted operation let f_i = |R x_i − x_π(i)|, so that Σ f_i² ≤ Nε² and f_i ≤ √N ε. The distance from atom i to atom j changes by at most f_i + f_j under the mapping. The rms change over j is at most f_i plus the rms value of f, hence at most (1 + √N)ε. Sorting distances within each label cannot increase the rms difference, because sorted lists are the pairing with the smallest sum of squares. Atoms whose sorted distance lists differ by more than this bound cannot be exchanged.

The surviving pairs are candidates, not yet equivalent sets: closeness within a tolerance is not transitive. The search assigns images atom by atom and abandons a partial assignment when its best squared misfit exceeds Nε². Further atoms can only add to that misfit, so no acceptable operation is lost. The final equivalent-atom sets are the orbits of the accepted group.

For a nonlinear molecule, σ is the number of proper operations, d = +1, provided like atoms keep distinct sites as required above, so that different permutations correspond to different matrices. More than two rotations of order three indicate a cubic or icosahedral group. Otherwise, if n is the highest rotation order, σ = n means a cyclic and σ = 2n a dihedral rotation group. The total number of operations, the number of mirrors and the presence or absence of inversion complete the name. C2 and S4, for instance, share σ = 2 and lack both mirrors and inversion, but S4 has twice as many operations. C3v and C3h both have six operations and no inversion, but C3v has three mirrors and C3h only one.

**Symmetrizing without inconsistent matrices**

The separately fitted matrices R_g inherit the noise and need not multiply as the group does. The permutations do, so exact matrices are built from K̄. Let the columns of V be its three leading eigenvectors and v_i its rows. Because Π commutes with K̄, it maps this eigenspace onto itself: ΠV = VC, with C orthogonal. Row i reads v_π(i) = Cᵀv_i, so the wanted matrix is Cᵀ. Using VᵀV = 1,

R_g = Cᵀ = Σ_i v_π(i) v_iᵀ.

For a planar group two eigenvectors give a 2×2 matrix R₂, and the out-of-plane entry is d det R₂. Fitting the structure described by K̄ to the input coordinates turns these matrices into the molecular frame. The symmetrized positions are

y_i = (1/|G|) Σ_g R_gᵀ x_π_g(i).

Each term is an orthogonal map T_g of the 3N coordinates, with T_gT_h = T_hg. Their mean S therefore satisfies S² = S, since multiplying by T_g just reorders the sum, and Sᵀ = S, since each transpose is the map of the inverse operation. S is an orthogonal projector, and y is the nearest symmetric structure in the chosen frame.

For AX₄ with s = 0.02 Å, the fitted matrices violate the group products by up to 1.5×10⁻³, and averaging with them leaves a misfit of 7.6×10⁻⁶ Å. The exact matrices leave rounding error. In the same structure the inertia eigenvalues spread over 0.15 Å², about 9% of the ideal second moment 4r²/3 = 1.61 Å² for r = 1.1 Å. A strict equality test would miss the spherical top; the allowed splitting 2B, evaluated with the largest misfit of the group, is 0.48 Å².

**How much noise is removed**

Independent noise leaves an expected squared error s² tr S after projection. An atom contributes to the trace if the operation leaves it in place, so tr S is the group average of fix(g) tr R_g, where fix(g) counts unmoved atoms. Overall translation has character tr R_g and overall rotation det R_g tr R_g. Removing both leaves

n = (1/|G|) Σ_g tr R_g [fix(g) − 1 − det R_g]

symmetric internal parameters. For AX₄ the identity contributes 9, the eight threefold rotations 0, the three twofold rotations 3, the six mirrors 18 and the six fourfold improper rotations −6. The sum is 24, so n = 1: the common bond length.

To leading order in the noise, the squared error after alignment falls from s²(3N − 6) to s²n. With 1500 samples, the ratios to s² are 8.84 before and 0.96 after projection for AX₄, against 9 and 1. For staggered A₂X₆ they are 17.9 and 3.02, against 18 and 3. The differences lie within the tested sampling tolerance. This gain presumes that the group is right.

**A stretched bond: the setting at work**

Take AX₄ with r = 1.1 Å and stretch one bond by a = 0.06 Å. The true group is C3v; the nearby false one is Td. Let u₁ and u₂ be unit vectors along two bonds, with u₁·u₂ = −1/3. A Td operation that carries the long bond 1 to position 2 leaves a misfit a u₂ there, and −a u₁ where a short bond arrives at position 1. The squares sum to 2a². Keeping the centroid fixed removes

(1/5)|a(u₂ − u₁)|² = (1/5)(8/3)a² = 8a²/15.

The misfits point along the bonds, so to first order no rotation reduces them. Hence

Δ ≈ a[(2 − 8/15)/5]^½ = a√(22/75) = 0.0325 Å,

which agrees with the computed minimum.

The noise has s = 0.003 Å. The estimate above gives η ≈ 0.0046 Å; this draw happens to be quieter, with η = 0.0026 Å. Its guaranteed window is 0.0052 to 0.0273 Å. The actual misfits leave more room: the largest true one is 0.0035 Å and the smallest false one 0.0315 Å.

- At ε = 0.0005 Å the result is C1, σ = 1. The noise has hidden the symmetry.
- At ε = 0.015 Å it is C3v, σ = 3, with orbits of 1, 1 and 3 atoms. No misfit lies between ε and 2ε = 0.030 Å, so the gap criterion holds.
- At ε = 0.06 Å it is Td, σ = 12, with orbits of 1 and 4 atoms. This set is a group too: closure shows consistency, not truth.

Between 0.0019 and 0.0031 Å three operations are accepted that do not form a group. They must be the identity and two mirrors, because a threefold rotation and its inverse have equal misfits and would close with the identity. Over the full range of misfits there are 29 such non-group intervals. The five non-trivial true operations have at most four distinct misfits, and the first to be accepted, one mirror or the pair of rotations, closes with the identity, so at most two of these intervals lie below the point where C3v is complete; the others lie above the smallest false misfit.

Accepting Td damages the geometry. Projection shares the stretch among four bonds, each becoming r + a/4 = 1.115 Å. The long bond is shortened by 0.045 Å and the others are lengthened by 0.015 Å.

The displacement made by symmetrization gives a warning. Correct symmetrization should remove a squared displacement of about s²(3N − 6 − n). For C3v n = 3 (two bond lengths and one angle), which gives an rms displacement of s√(6/5) ≈ 0.003 Å. For false Td, the centred stretch has squared norm 4a²/5, of which a²/4 survives. The lost part alone gives a√(0.55/5) ≈ 0.020 Å, far above the noise.

**Why σ matters, and when it does not**

The symmetry number expresses the permutation symmetry of identical nuclei. Let the four X nuclei have spin ½, let A have spin 0, and let the electronic and vibrational state be totally symmetric. The twelve proper rotations are even permutations of the X nuclei, so allowed states are unchanged by each of them. Averaging characters gives the number of allowed rotor–spin combinations for each space-fixed projection of J:

w_J = (1/12) Σ_g χ_J(θ_g) 2^c(g).

Here χ_J(θ) = Σ_m cos(mθ), with m from −J to J, and c(g) is the number of cycles among the X nuclei. For J = 0 this is (16 + 8·4 + 3·4)/12 = 5; for J = 1 and 2 it is 3 and 5. At large J the identity dominates, because its character grows as 2J + 1 while the others stay bounded. The allowed fraction of all rotor–spin states then tends to 1/12 = 1/σ. Averaged over all J with Boltzmann weights, the fraction is 0.0833 when the rotational constant is 0.025 kT, but 0.172 when it equals kT: dividing by σ is a high-temperature rule.

In that regime the molar entropy contains −R ln σ, with R the gas constant. Using Td in place of C3v lowers this term by R ln(12/3) = 11.5 J/(mol K), a step that does not shrink with the distortion. It is an error when the four equivalent distorted forms, one for each bond, are separate minima. If the distortion is small compared with the vibrational amplitude, these forms merge and σ = 12 is the appropriate value. For X = H and a stretch near 3000 cm⁻¹ the zero-point rms amplitude is about 0.08 Å, so the 0.06 Å stretch of the example would belong to this merged case: C3v is the group of the geometry, not necessarily the one to use for σ.

A different pseudosymmetry leaves σ alone. Twist staggered A₂X₆ by τ, with the X atoms at distance ρ from the axis. The operations of D3d that are absent from D3 turn the twist τ into −τ. Sharing the change equally moves each of the six X atoms through a chord 2ρ sin(τ/2). An extra rotation α about the axis makes the squared sum 12ρ²(1 − cos τ cos α), which for small τ is least at α = 0. Thus

Δ = √(6/8) · 2ρ sin(τ/2) = √3 ρ sin(τ/2),

or 0.091 Å for ρ = 1.0 Å and τ = 6°. The formula holds up to τ = 30°; beyond that the eclipsed D3h form is the nearer false group. Both groups have σ = 6, so −R ln σ is unaffected, but symmetrizing to D3d erases the twist. The D3 structure is chiral: if τ and −τ are separate, equally populated minima, they add R ln 2 to the entropy, and this is lost with the false group. They are separate only if τ is well above the torsional amplitude. For an ethane-like torsion near 290 cm⁻¹ the zero-point rms amplitude is about 11°, so a twist of 6° would not qualify.

**Choosing a value**

1. Estimate s from the source of the coordinates, for instance the convergence of the geometry optimization, and compute η. Set ε above 2η, with a margin, since the η computed from s is an estimate and the actual noise can be larger.
2. Inspect the misfits on both sides of ε. Prefer a value with none between ε and 2ε. If the accepted set is not a group, change ε rather than completing the set by hand.
3. Compare the displacement made by symmetrization with the expected noise. A much larger one points to a false group.
4. In large molecules, look at individual atoms as well. If one atom is displaced by a from a symmetric structure, an operation that moves this atom to another site has misfit at most a√(2/N). For an operation that leaves the atom in place, the bound is 2a/√N. With N = 50 and ε = 0.015 Å, a displacement of 0.075 Å can therefore pass if every operation except the identity moves the atom.
5. As η approaches Δ/4 the guaranteed window narrows, and at Δ/4 it is lost. The actual misfits may still show a gap; where they do not, better coordinates or independent knowledge of the structure must decide.

The numerical output lists fifteen model structures, from C1 to Ih and including two linear ones, whose groups were recovered after rotation, shuffling and noise.

Values computed for the example and the checks

```
benchmark: s = 0.005 A, eps = 0.05 A
  ABCDE tetrahedral: C1, sigma = 1
  AX2 bent: C2v, sigma = 2
  A2X2 trans planar: C2h, sigma = 2
  AX3 pyramid: C3v, sigma = 3
  AX3Y isotopic: C3v, sigma = 3
  AX4: Td, sigma = 12
  A2X4 planar: D2h, sigma = 4
  A3X4 crossed: D2d, sigma = 4
  A2X6 staggered: D3d, sigma = 6
  A2X6 twisted 20 deg: D3, sigma = 6
  A6X6 ring: D6h, sigma = 12
  AX6: Oh, sigma = 24
  A12 icosahedron: Ih, sigma = 60
  A2X2 linear: Dinfh, sigma = 2
  ABC linear: Cinfv, sigma = 1
stretched AX4: bond = 1.1 A, stretch = 0.06 A
  coordinate noise s = 0.003 A, actual eta = 0.00260 A
  false length = 0.03250 A, first order = 0.03250 A
  guaranteed window = 0.00520 to 0.02729 A
  noisy lengths: largest true = 0.00346 A, smallest false = 0.03154 A
  eps = 0.0005 A: C1, operations = 1, sigma = 1, orbit sizes = [1, 1, 1, 1, 1]
  eps = 0.015 A: C3v, operations = 6, sigma = 3, orbit sizes = [1, 1, 3]
  eps = 0.06 A: Td, operations = 24, sigma = 12, orbit sizes = [1, 4]
  non-group intervals = 29; first: 0.00192 to 0.00311 A, operations = 3
  false Td projection: all bonds = 1.11500 A
  entropy lowered by false sigma = 11.526 J/(mol K)
A2X6: rho = 1.0 A, twist = 6 deg, D3 to D3d length = 0.09065 A
equilateral AX2: second moments = 1.500, 1.500 A^2; C2v, sigma = 2
noisy AX4 projection: s = 0.02 A
  inertia splitting = 0.1487 A^2, bound = 0.4823 A^2
  product defect: fitted = 1.492e-03, exact = 1.6e-15
  remaining length: fitted average = 7.572e-06 A, projection = 1.1e-15 A
noise reduction: s = 0.005 A, samples = 1500
  AX4: squared error/s^2, raw = 8.843 (theory 9), projected = 0.963 (theory 1)
  A2X6 staggered: squared error/s^2, raw = 17.892 (theory 18), projected = 3.021 (theory 3)
AX4 allowed rotor-spin multiplicities, J = 0,1,2: 5, 3, 5
  rotational constant/(kT) = 1.0: allowed fraction = 0.172140, times sigma = 2.065680
  rotational constant/(kT) = 0.025: allowed fraction = 0.083333, times sigma = 1.000000
```
